# Low-Frequency MOS Capacitance and the Flat-Band Debye Length

## Result

A metal–insulator–semiconductor capacitor has insulator capacitance $C_{ox}$ and a thick, uniformly doped p-type substrate of permittivity $\varepsilon$. All charges and capacitances below are per unit area. Let $\psi_s$ be the potential at the semiconductor surface relative to the neutral bulk, and $Q_s(\psi_s)$ the total semiconductor charge: holes, electrons and ionized acceptors together. If all carriers follow both the gate bias and the small test signal, and there are no interface traps, the capacitance is

$$
C_{LF}=\frac{C_{ox}C_s}{C_{ox}+C_s},\qquad C_s=-\frac{dQ_s}{d\psi_s}. \tag{1}
$$

At flat band, $\psi_s=0$, the semiconductor part becomes

$$
C_s(0)=\frac{\varepsilon}{L_D},\qquad L_D=\sqrt{\frac{\varepsilon\phi_t}{q(p_0+n_0)}},\qquad \phi_t=\frac{kT}{q}, \tag{2}
$$

where $q>0$ is the elementary charge and $p_0$, $n_0$ are the bulk hole and electron densities. For $p_0\gg n_0$ the sum may be replaced by the acceptor density $N_A$. This $L_D$ has no factor 2 under the root; with a length defined by $2\varepsilon$ in place of $\varepsilon$, the result would read $\sqrt2\,\varepsilon$ divided by that length. The capacitance measured at the gate at flat band is not $\varepsilon/L_D$ itself, but its series combination with $C_{ox}$.

## From the gate to the semiconductor

Let a fixed charge $Q_f$ sit at the insulator–semiconductor interface. Neutrality of the whole structure requires

$$
Q_G+Q_f+Q_s=0. \tag{3}
$$

The voltage across the insulator is $Q_G/C_{ox}$. With $\phi_{ms}$ the constant work-function difference, the gate voltage is

$$
V_G=\phi_{ms}+\psi_s+\frac{Q_G}{C_{ox}}
=\Big(\phi_{ms}-\frac{Q_f}{C_{ox}}\Big)+\psi_s-\frac{Q_s}{C_{ox}}. \tag{4}
$$

At $\psi_s=0$ the semiconductor is neutral everywhere and $Q_s=0$, so the bracket is the flat-band voltage $V_{FB}$. The fixed charge shifts the curve along the voltage axis and does nothing else.

Differentiate (3) and (4) with $Q_f$ constant: $dQ_G=-dQ_s$ and $dV_G=d\psi_s-dQ_s/C_{ox}$. Dividing the second by the first gives

$$
\frac{1}{C_{LF}}=\frac{dV_G}{dQ_G}=\frac{d\psi_s}{-dQ_s}+\frac{1}{C_{ox}}=\frac1{C_s}+\frac1{C_{ox}}, \tag{5}
$$

which is (1). The minus sign in $C_s$ reflects that a positive surface potential draws negative charge into the semiconductor. "Low frequency" enters here: $dQ_s$ is the change between two equilibrium states, so electrons must be generated or recombine fast enough to follow the signal.

## The charge as a function of surface potential

Let $x$ run from the interface into the semiconductor, with $\psi\to0$ and $\psi'\to0$ deep inside, and let $u=\psi/\phi_t$. No current flows, so the Fermi level is constant, while the electron energy is shifted by $-q\psi$. With Boltzmann statistics,

$$
p=p_0e^{-u},\qquad n=n_0e^{u}. \tag{6}
$$

The acceptors are taken as fully ionized. Bulk neutrality gives $N_A=p_0-n_0$, with $p_0n_0=n_i^2$, where $n_i$ is the intrinsic density. The charge density is therefore

$$
\rho=q(p-n-N_A)=q\big[p_0(e^{-u}-1)-n_0(e^{u}-1)\big]. \tag{7}
$$

Poisson's equation is $\varepsilon\psi''=-\rho(\psi)$. Since $\rho$ depends on $x$ through $\psi$ alone, multiplying by $\psi'$ makes both sides total derivatives:

$$
\frac{\varepsilon}{2}\frac{d}{dx}(\psi')^2=-\rho(\psi)\frac{d\psi}{dx}. \tag{8}
$$

Integrate from the surface to the deep bulk. The left side gives $0-\varepsilon E_s^2/2$, where $E=-\psi'$ is the field and $E_s$ its surface value. The right side gives $-\int_{\psi_s}^{0}\rho\,d\psi=\int_0^{\psi_s}\rho\,d\psi$. Hence

$$
E_s^2=-\frac{2}{\varepsilon}\int_0^{\psi_s}\rho(\psi)\,d\psi. \tag{9}
$$

With $d\psi=\phi_t\,du$ and $u_s=\psi_s/\phi_t$, the integral of (7) is

$$
\int_0^{\psi_s}\rho\,d\psi=q\phi_t\big[p_0(1-e^{-u_s}-u_s)-n_0(e^{u_s}-1-u_s)\big].
$$

Set $r=n_0/p_0$ and take out $-p_0$:

$$
E_s^2=\frac{2qp_0\phi_t}{\varepsilon}F^2,\qquad
F^2=(e^{-u_s}+u_s-1)+r(e^{u_s}-u_s-1). \tag{10}
$$

Both brackets are positive for $u_s\neq0$, because $e^y>1+y$ for $y\neq0$. The same integration started at any interior point shows that the field does not vanish where $\psi\ne0$. The potential therefore falls monotonically in magnitude towards the bulk, and $E_s$ has the sign of $\psi_s$.

Gauss's law for a box from just inside the surface to the deep bulk has flux through the surface face only, whose outward normal points along $-x$. This gives $Q_s=-\varepsilon E_s$, or

$$
Q_s=-\operatorname{sgn}(u_s)\sqrt{2\varepsilon qp_0\phi_t}\;F(u_s). \tag{11}
$$

## The derivative

From $Q_s=-\varepsilon E_s$ we have $C_s=\varepsilon\,dE_s/d\psi_s$. Differentiating (9) with respect to its upper limit gives $2E_s\,dE_s/d\psi_s=-2\rho(\psi_s)/\varepsilon$. Therefore, for $\psi_s\ne0$,

$$
C_s=-\frac{\rho(\psi_s)}{E_s}=\frac{\varepsilon\,\rho(\psi_s)}{Q_s}. \tag{12}
$$

For $\psi_s>0$ the surface density $\rho(\psi_s)$ is negative and $E_s$ positive; for $\psi_s<0$ both signs are reversed. So $C_s>0$ on either side of flat band. Inserting (7) and (10) gives the explicit form

$$
C_s=\operatorname{sgn}(u_s)\sqrt{\frac{\varepsilon qp_0}{2\phi_t}}\;
\frac{(1-e^{-u_s})+r(e^{u_s}-1)}{F(u_s)}. \tag{13}
$$

## The flat-band limit

At $u_s=0$ both $\rho(\psi_s)$ and $Q_s$ vanish, and (12) reads $0/0$. The limit follows from the series of the charge. Using $e^{\mp u}\pm u-1=u^2/2\mp u^3/6+\dots$ in (10),

$$
F^2=\frac{1+r}{2}u_s^2-\frac{1-r}{6}u_s^3+\dots
=\frac{1+r}{2}u_s^2\,(1-au_s+\dots),\qquad a=\frac{1-r}{3(1+r)}. \tag{14}
$$

The square root is $F=|u_s|\sqrt{(1+r)/2}\,(1-au_s/2+\dots)$. In (11) the factor $\operatorname{sgn}(u_s)|u_s|=u_s$ removes the kink, so $Q_s$ is smooth through flat band:

$$
Q_s=-\sqrt{\varepsilon q(p_0+n_0)\phi_t}\;u_s\Big(1-\frac{a}{2}u_s+\dots\Big), \tag{15}
$$

where $p_0(1+r)=p_0+n_0$ was used. By (2), $q(p_0+n_0)=\varepsilon\phi_t/L_D^2$, so the root equals $\varepsilon\phi_t/L_D$. With $\phi_tu_s=\psi_s$,

$$
Q_s=-\frac{\varepsilon}{L_D}\psi_s\Big(1-\frac{a}{2}\frac{\psi_s}{\phi_t}+\dots\Big),\qquad
C_s=\frac{\varepsilon}{L_D}\Big(1-a\frac{\psi_s}{\phi_t}+\dots\Big). \tag{16}
$$

Setting $\psi_s=0$ proves (2). The linear term shows that flat band is not an extremum of $C_s$ when $p_0>n_0$: the capacitance falls as the surface goes from accumulation towards depletion.

A second route avoids the square root. For $|u|\ll1$, (7) becomes $\rho\approx-q(p_0+n_0)u=-\varepsilon\psi/L_D^2$, and Poisson's equation is

$$
\psi''=\frac{\psi}{L_D^2},\qquad \psi=\psi_se^{-x/L_D},\qquad E_s=\frac{\psi_s}{L_D}. \tag{17}
$$

Then $Q_s=-\varepsilon\psi_s/L_D$, as before. This route also shows why the sum $p_0+n_0$ appears: a small potential removes holes in proportion to $p_0$ and adds electrons in proportion to $n_0$, and both changes have the same sign of charge. The electrons supply the fraction $n_0/(p_0+n_0)$ of the response. In a strongly p-type substrate this is negligible, so at flat band it hardly matters whether they follow the signal.

## Where the added charge sits

The ratio $\varepsilon/L_D$ looks like a parallel-plate capacitance, and a general relation explains why. Let a small change of gate voltage change the potential by $\delta\psi(x)$ and the charge density by $\delta\rho(x)$, with $\varepsilon\,\delta\psi''=-\delta\rho$. Multiply by $x$ and integrate by parts:

$$
-\frac1\varepsilon\int_0^\infty x\,\delta\rho\,dx=\big[x\,\delta\psi'\big]_0^\infty-\int_0^\infty\delta\psi'\,dx=\delta\psi_s. \tag{18}
$$

The boundary term vanishes because $\delta\psi'$ decays exponentially in the bulk. Since $\delta Q_s=\int_0^\infty\delta\rho\,dx$,

$$
C_s=-\frac{\delta Q_s}{\delta\psi_s}=\frac{\varepsilon}{\bar x},\qquad
\bar x=\frac{\int_0^\infty x\,\delta\rho\,dx}{\int_0^\infty\delta\rho\,dx}. \tag{19}
$$

The semiconductor capacitance measures the mean depth of the added charge, at any bias. At flat band $\delta\rho\propto e^{-x/L_D}$ by (17), and the mean depth of this exponential is $L_D$.

## The rest of the curve

**Accumulation and strong inversion.** For large negative $u_s$ the term $e^{-u_s}$ dominates both $F^2$ and the numerator of (13). For large positive $u_s$ the term $re^{u_s}$ does so, once it far exceeds $u_s$. In either case $|Q_s|$ is proportional to $e^{|u_s|/2}$, and differentiation gives

$$
C_s\approx\frac{|Q_s|}{2\phi_t}. \tag{20}
$$

As the charge grows, $C_s$ grows without bound in this model and $C_{LF}\to C_{ox}$.

**Depletion.** For $u_s\gg1$ with $re^{u_s}\ll1$, (10) gives $F^2\approx u_s-1$, and the numerator of (13) is close to 1. Then

$$
C_s\approx\frac{\varepsilon}{W},\qquad W=\sqrt{\frac{2\varepsilon(\psi_s-\phi_t)}{qp_0}}\approx L_D\sqrt{2(u_s-1)}. \tag{21}
$$

The last form uses $r\ll1$. By (6), a small change of potential alters the hole density appreciably only where $u$ is no longer large. The added charge is therefore centred near the far edge of the depleted layer and spread over a length of order $L_D$.

**The minimum.** Between depletion and inversion, keep $y=re^{u_s}$ but drop $e^{-u_s}$ and $r$ itself. Then $C_s\propto(1+y)/\sqrt{u_s-1+y}$. Since $dy/du_s=y$, a zero logarithmic derivative requires

$$
\frac{y}{1+y}=\frac{1+y}{2(u_s-1+y)}
\quad\Longrightarrow\quad y^2+2(u_s-2)y-1=0. \tag{22}
$$

For $u_s\gg1$ this gives $y\approx1/[2(u_s-2)]$, a small number. By (5), $C_{LF}$ rises with $C_s$, so it has its minimum at the same place.

## Worked example

Take $T=300$ K, so $\phi_t=25.85$ mV, with $N_A=10^{17}$ cm$^{-3}$ and $n_i=10^{10}$ cm$^{-3}$. Then $n_0=n_i^2/p_0=10^3$ cm$^{-3}$ and $r=10^{-14}$. The relative permittivities are 12 for the semiconductor and 4 for the insulator, which is 5 nm thick. These are round model parameters.

Equation (2) gives $L_D=13.09$ nm. The insulator has $C_{ox}=0.7083$ µF/cm². Both capacitances are a permittivity divided by a length, so

$$
C_s(0)=0.7083\times\frac{12}{4}\times\frac{5}{13.09}\approx0.812\ \text{µF/cm}^2,
$$

or $8.12\times10^{-3}$ F/m². The gate sees

$$
C_{LF}(0)=\frac{0.7083\times0.8115}{0.7083+0.8115}=0.378\ \text{µF/cm}^2,
$$

which is 53% of $C_{ox}$.

At $\psi_s=\mp0.1\,\phi_t$ the ratio $C_s/(\varepsilon/L_D)$ is 1.0342 and 0.9675, while the linear law (16) gives 1.0333 and 0.9667. Both differences are about $+0.0008$, as a quadratic term requires. For $r\to0$, the next order of (14) is $F^2=\tfrac12u_s^2(1-u_s/3+u_s^2/12)$. Its root is $|u_s|(1-u_s/6+u_s^2/36)/\sqrt2$, and differentiating the charge yields the term $u_s^2/12=0.0008$.

At 0.5 V above flat band, $\psi_s=0.3514$ V and $u_s=13.59$. Equation (21) gives $W=13.09\sqrt{2\times12.59}\approx65.7$ nm, which agrees with the computed centroid of 65.7 nm.

For the minimum, (22) is solved by iteration together with $u_s=\ln(y/r)$. Starting from $u_s=28$ gives $y=1/52=0.019$, and then $u_s=\ln(0.019\times10^{14})=28.3$, or $\psi_s=0.73$ V. The computed minimum is at $\psi_s=0.731$ V, where $C_{LF}=0.097$ µF/cm².

At 2 V above flat band, $\psi_s=0.9959$ V and (4) gives $|Q_s|=0.7083\times(2-0.9959)=0.711$ µC/cm². Equation (20) then estimates $C_s\approx0.711/(2\times0.02585)=13.8$ µF/cm², about 7% above the full value of 12.9. The excess arises because the depletion term $u_s$ still contributes to $F^2$, and so to $|Q_s|$, but is absent from the numerator of (13). Here $C_{LF}$ has recovered to 95% of $C_{ox}$, and electrons supply 99.8% of the added charge.

The formulas were tested against a numerical solution of Poisson's equation with the gate voltage imposed, in which the charge was summed over depth and differenced between neighbouring voltages. Over eight biases from $-1$ to $2$ V, the relative deviation was at most $4\times10^{-6}$ for $C_{LF}$ and $9\times10^{-6}$ for the centroid law (19). With electrons removed from the model, the capacitance at 2 V was 0.065 µF/cm², below the minimum of the full curve, so the recovery does require them. That calculation describes deep depletion. It is not a high-frequency measurement on a surface already inverted by the steady bias.

A nearly intrinsic substrate with $p_0=4n_0$ tests the sum in (2). The numerical solution gives $\varepsilon/C_s(0)=26.19$ µm. The formula with $p_0+n_0$ gives the same value, whereas $p_0$ alone would give 29.28 µm, larger by the factor $\sqrt{5/4}$. The remaining figures are in the numerical output.

## When the result changes

**Interface traps.** Suppose traps at the interface hold a charge $Q_{it}(\psi_s)$ that also follows the signal. Neutrality then gives $dQ_G=-(dQ_s+dQ_{it})=(C_s+C_{it})\,d\psi_s$, with $C_{it}=-dQ_{it}/d\psi_s$. Since $dV_G=d\psi_s+dQ_G/C_{ox}$ still holds,

$$
\frac1{C_{LF}}=\frac1{C_{ox}}+\frac1{C_s+C_{it}}. \tag{23}
$$

The traps act in parallel with the semiconductor. Its own flat-band capacitance remains $\varepsilon/L_D$, but subtracting the insulator from a measured value now yields $\varepsilon/L_D+C_{it}$.

**Other carrier statistics.** If Boltzmann statistics or full ionization fails but $\rho$ is still a smooth local function of $\psi$, the linear step (17) survives with $\rho\approx-|\rho'(0)|\psi$. The flat-band capacitance is then $\varepsilon/L$ with $L=\sqrt{\varepsilon/|\rho'(0)|}$, which differs from (2) in general.

**Thin layers and confinement.** The boundary conditions require the substrate to extend several $L_D$ beyond the depleted layer, so that the potential has decayed before its far side is reached. The treatment is also classical. At $-1$ V and $2$ V the computed centroids lie 0.9 and 0.8 nm from the interface. At 2 V the added electrons alone are centred at about 0.6 nm; the remaining 0.2 nm comes from the 0.2% of the added charge that sits near the depletion edge, about 110 nm deep. At depths below a nanometre the neglected wave nature of the carriers matters. The model's surface carrier densities at these biases are about $4\times10^{19}$ and $5\times10^{19}$ cm$^{-3}$. For a band density of states of order $10^{19}$ cm$^{-3}$, the Boltzmann statistics of (6) are then inaccurate as well. The two centroids belong to the classical model and should not be read as predictions for a device. By (19) the same holds for $C_s$ and $C_{LF}$ at these biases, and the exponential law (20) fails once the surface is degenerate. At 2 V, Fermi–Dirac statistics with a band density of states of $2.8\times10^{19}$ cm$^{-3}$ lower $C_s$ from 12.9 to about 10 µF/cm² and $C_{LF}/C_{ox}$ from 95% to about 93.5%. Quantizing the electrons as well, with silicon (100) masses and a hard wall at the interface, moves the centroid to about 2 nm and gives about 5 µF/cm² and 88%.

## Computed results

```
temperature = 300 K, phi_t = 25.852 mV
acceptor density = 1.0e+17 cm^-3
intrinsic density = 1.0e+10 cm^-3
bulk electron density n0 = 1.000e+03 cm^-3
relative permittivity: semiconductor 12, insulator 4
insulator thickness = 5.0 nm
C_ox = 0.7083 uF/cm^2
Debye length L_D = 13.094 nm
flat-band C_s = eps/L_D = 0.8115 uF/cm^2
flat-band C_LF = 0.3782 uF/cm^2, C_LF/C_ox = 0.5339
Bias table (V from flat band; C in uF/cm^2; centroid in nm):
V_G-V_FB[V] psi_s[V]  C_s     C_LF   C_LF/C_ox centroid e-share
    -1.0    -0.1557  11.7377  0.6680   0.9431     0.905   0.0000
    -0.2    -0.0675   2.2888  0.5409   0.7637     4.642   0.0000
     0.0     0.0000   0.8115  0.3782   0.5339    13.094   0.0000
     0.2     0.1200   0.2974  0.2095   0.2957    35.724   0.0000
     0.5     0.3514   0.1617  0.1316   0.1859    65.708   0.0000
     1.0     0.7743   0.1173  0.1006   0.1420    90.600   0.0922
     1.2     0.9046   1.3622  0.4660   0.6579     7.800   0.9403
     2.0     0.9959  12.8820  0.6714   0.9479     0.825   0.9981
largest relative deviation, C_LF: 3.5e-06
largest relative deviation, C_s: 8.1e-06
largest relative deviation, centroid law: 8.1e-06
flat-band C_s from grid = 0.8115 uF/cm^2
minimum C_LF = 0.0967 uF/cm^2 at psi_s = 0.7309 V, V_G-V_FB = 0.9498 V
C at 2.0 V with electrons removed = 0.0654 uF/cm^2
nearly intrinsic case: p0/n0 = 4.000
  eps/C_s from grid = 26.187 um
  L_D with p0+n0 = 26.187 um, with p0 alone = 29.278 um
C_s/(eps/L_D) at psi_s = -0.1 phi_t: 1.03418, linear law 1.03333
C_s/(eps/L_D) at psi_s = +0.1 phi_t: 0.96749, linear law 0.96667
```
